# Separation constant of H2+ from two tridiagonal eigenproblems

At an internuclear distance of 2 bohr, and with the energy held at its converged value, the separation constant of the H$_2^+$ ground state comes out as $-0.7351$ with one Legendre function, $-0.811514$ with two and $-0.8117295846$ with four. A fifth and a sixth function leave all ten decimals unchanged. The reason for this fast convergence lies in the matrix derived below, which also shows when more functions are needed.

## Equations and conventions

The protons are fixed at $z=\mp R/2$, the electron is nonrelativistic, and hartree atomic units are used. Only $\sigma$ states, which do not depend on the azimuth $\varphi$, are treated. $E$ is the electronic energy, without the proton repulsion $1/R$. With $r_1,r_2$ the distances to the protons, define

$$\xi=\frac{r_1+r_2}{R}\ge1,\qquad \eta=\frac{r_1-r_2}{R}\in[-1,1].$$

From $r_1^2-r_2^2=2zR$ follows $z=R\xi\eta/2$. Then $\rho^2=r_1^2-(z+R/2)^2$ gives

$$\rho^2=\tfrac{R^2}{4}\left[(\xi+\eta)^2-(1+\xi\eta)^2\right]=\tfrac{R^2}{4}(\xi^2-1)(1-\eta^2).$$

Put $\xi=\cosh\mu$, $\eta=\cos\nu$. Then $z=\frac R2\cosh\mu\cos\nu$, $\rho=\frac R2\sinh\mu\sin\nu$, and

$$dz^2+d\rho^2=\tfrac{R^2}{4}(\xi^2-\eta^2)\left[\frac{d\xi^2}{\xi^2-1}+\frac{d\eta^2}{1-\eta^2}\right].$$

The product of the three scale factors is $R^3(\xi^2-\eta^2)/8$. Dividing it by the squared scale factor of $\xi$ leaves $\frac R2(\xi^2-1)$, and for $\eta$ it leaves $\frac R2(1-\eta^2)$. Hence, for $\sigma$ states,

$$\nabla^2=\frac{4}{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].$$

Since $r_{1,2}=R(\xi\pm\eta)/2$, the attraction is $1/r_1+1/r_2=4\xi/[R(\xi^2-\eta^2)]$. Multiply $\nabla^2\psi+2(E+1/r_1+1/r_2)\psi=0$ by $R^2(\xi^2-\eta^2)/4$ and set $p^2=-R^2E/2>0$:

$$\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta+2R\xi-p^2\xi^2+p^2\eta^2\right]\psi=0.\quad(1)$$

With $\psi=X(\xi)Y(\eta)$, division by $XY$ leaves a function of $\xi$ plus a function of $\eta$. Each is constant; call the first $A$ and the second $-A$:

$$[(1-\eta^2)Y']'+(A+p^2\eta^2)Y=0,\quad(2)$$
$$[(\xi^2-1)X']'+(2R\xi-p^2\xi^2-A)X=0.\quad(3)$$

The prolate angular equation with real parameter $c$ contains $-c^2\eta^2$. A bound state therefore has $c^2=-p^2$. A routine that accepts only real $c$ in that equation solves a different problem: its lowest even eigenvalue starts as $+c^2/3$, whereas here it starts as $-p^2/3$.

## Angular matrix

The recurrence $(2l+1)\eta P_l=(l+1)P_{l+1}+lP_{l-1}$, written for $\bar P_l=\sqrt{l+1/2}\,P_l$, becomes

$$\eta\bar P_l=a_{l+1}\bar P_{l+1}+a_l\bar P_{l-1},\qquad a_l=\frac{l}{\sqrt{4l^2-1}},\quad a_0=0.$$

Applying it twice gives

$$\eta^2\bar P_l=a_{l+1}a_{l+2}\bar P_{l+2}+(a_l^2+a_{l+1}^2)\bar P_l+a_la_{l-1}\bar P_{l-2}.$$

Because $-[(1-\eta^2)\bar P_l']'=l(l+1)\bar P_l$, equation (2) is $Mc=Ac$ for the coefficients of $Y=\sum_l c_l\bar P_l$, with

$$M_{l,l}=l(l+1)-p^2(a_l^2+a_{l+1}^2),\qquad M_{l,l+2}=-p^2a_{l+1}a_{l+2}.\quad(4)$$

Even and odd $l$ do not couple. Reflection through the midpoint takes $\eta$ to $-\eta$ at fixed $\xi$, so even $l$ gives gerade and odd $l$ ungerade $\sigma$ states. Each parity has its own symmetric tridiagonal matrix.

Truncation restricts a quadratic form to a subspace, so the lowest eigenvalue can only fall, or stay, as functions are added. For small $p$, second-order perturbation theory with $M_{02}=-2p^2/(3\sqrt5)$ and a gap of 6 gives

$$A_g=-\frac{p^2}{3}-\frac{1}{6}\,\frac{4p^4}{45}+O(p^6)=-\frac{p^2}{3}-\frac{2p^4}{135}+O(p^6).$$

The odd matrix gives $A_u=2-3p^2/5+O(p^4)$.

## Radial matrix

Equation (2) yields $A(p)$. To obtain $A(R)$, equation (3) must fix $p$. Let $x=2p(\xi-1)$ and $\phi_n=e^{-x/2}L_n(x)$; the functions $\sqrt{2p}\,\phi_n$ are orthonormal in $d\xi$. Inserting $L_n=e^{x/2}\phi_n$ into $xL_n''+(1-x)L_n'+nL_n=0$ gives

$$(x\phi_n')'=\left(\tfrac x4-n-\tfrac12\right)\phi_n,$$

where primes now mean $d/dx$. Since $\xi^2-1=x/p+x^2/(4p^2)$ and $d/d\xi=2p\,d/dx$, the derivative term of (3) is $4p(x\phi_n')'+(x^2\phi_n')'$. Its two parts are

$$4p(x\phi_n')'=[px-2p(2n+1)]\phi_n,$$
$$(x^2\phi_n')'=x(x\phi_n')'+x\phi_n'=\left[\tfrac{x^2}{4}-(n+\tfrac12)x\right]\phi_n+x\phi_n'.$$

With $s=R/p$, the remaining terms are $2R\xi-p^2\xi^2=2R+sx-p^2-px-x^2/4$. The terms $px$ and $x^2/4$ cancel. Next, $xL_n'=n(L_n-L_{n-1})$ gives $x\phi_n'=-\frac x2\phi_n+n\phi_n-n\phi_{n-1}$, so the operator acting on $\phi_n$ produces

$$[2R-p^2-2p(2n+1)+n+(s-n-1)x]\phi_n-n\phi_{n-1}.$$

Finally, $x\phi_n=(2n+1)\phi_n-(n+1)\phi_{n+1}-n\phi_{n-1}$. Collecting coefficients,

$$B_{n,n}=2R-p^2+(2n+1)(s-2p-n-1)+n,$$
$$B_{n,n+1}=(n+1)(n+1-s).\quad(5)$$

The coefficient of $\phi_{n-1}$ is $-n(s-n-1)-n=n(n-s)$, which agrees with $B_{n-1,n}$: the matrix is symmetric. Its largest eigenvalue $B(p)$ belongs to the nodeless $X$.

## Why the matching has one root

The condition is $F(p)=B(p)-A(p)=0$ at fixed $R$. The operator $G$ in (1) is a sum of a $\xi$ part and an $\eta$ part, so $F$ is its largest eigenvalue within the chosen parity. For any $p$, let $\varepsilon=-2p^2/R^2$. Tracing the factors that led to (1), $G=-\frac{R^2}{2}(\xi^2-\eta^2)(H-\varepsilon)$, and the volume element $\frac{R^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$ gives

$$\int\!\!\int\psi G\psi\,d\xi\,d\eta=-\frac{2}{\pi R}\int\psi(H-\varepsilon)\psi\,dV.$$

Thus $F>0$ when some function of that parity has mean energy below $\varepsilon$, which means that $\varepsilon$ lies above the lowest energy of that parity. The zero of $F$ is that energy.

For the ground state a bracket follows. Write $H=\frac12(h_1+h_2)$ with $h_i=-\frac12\nabla^2-2/r_i$. Each $h_i$ has lowest energy $-2$, and the two have no common ground function, so $E>-2$. A hydrogen 1s function on one proton has mean energy $-\frac12-\langle1/r_2\rangle<-\frac12$. Therefore $R/2<p<R$. This state is gerade: at any $p$ the lowest eigenfunction of (2) is nodeless and hence even, so $A_g<A_u$, the gerade $F$ lies above the ungerade one, and its root lies at the larger $p$.

The slope follows from the Hellmann–Feynman theorem, with averages over $X^2d\xi$ and $Y^2d\eta$:

$$\frac{dF}{d(p^2)}=-\langle\xi^2\rangle+\langle\eta^2\rangle<0.\quad(6)$$

The sign holds because $\langle\xi^2\rangle>1>\langle\eta^2\rangle$. At $R=2$ bohr the averages are 2.0126 and 0.4047, and finite differences of the two eigenvalues reproduce them.

Truncation makes $A$ too high and $B$ too low, so $F$ is too low and its root lies at too small a $p$. The resulting energy is an upper bound, apart from rounding.

## Pseudocode

```
input R, parity, K, N, tolerance
function F(p):
    build M(p) from (4): K values of l with this parity
    build B(p,R) from (5): n = 0 ... N-1
    return largest_eigenvalue(B) - lowest_eigenvalue(M)
hi = R
lo = R/2 for gerade, 0.3*R for ungerade
require F(lo) > 0 and F(hi) < 0
p = bracketed_root(F, lo, hi, tolerance)
E = -2*p*p/(R*R)
A = lowest_eigenvalue(M(p))
repeat with larger K and N; compare E and A
```

The ungerade lower end corresponds to $\varepsilon=-0.18$ hartree. It is a practical choice, and the sign check protects it.

An eigenvalue of a tridiagonal matrix with diagonal $d_i$ and off-diagonal $b_i$ can be found by bisection. The pivots $q_1=d_1-\lambda$, $q_i=d_i-\lambda-b_{i-1}^2/q_{i-1}$ are those of a symmetric factorization, so by Sylvester's law of inertia the number of negative pivots is the number of eigenvalues below $\lambda$. A zero pivot is replaced by a tiny number. One count costs $O(K)$ or $O(N)$ operations. A dense solver costs $O(K^3)$ or $O(N^3)$, which is still small for a few dozen functions.

## The calculation at 2 bohr

The root is $p=1.485015$, so $p^2=2.205268$ and

$$E=-\frac{2(2.205268)}{4}=-1.102634\ \text{hartree}=-30.0042\ \text{eV}.$$

Adding $1/R=0.5$ gives $-0.602634$ hartree for the clamped-proton total. Nuclear motion, relativity and radiative effects are left out.

The first $2\times2$ block of $M$ has diagonal $-0.735089,\ 4.844859$ and off-diagonal $-0.657484$. Its lower eigenvalue is

$$2.054885-\sqrt{2.789974^2+0.657484^2}=-0.811513,$$

which agrees with the two-function value to rounding of the inputs. The next function sits at 18.883 and couples with $-0.563558$. Neglecting the function after it, row $l=4$ of $Mc=Ac$ gives

$$\frac{c_4}{c_2}\approx\frac{0.563558}{18.883+0.812}=0.0286,$$

and the computed ratio is $0.0033143/0.1157812=0.0286$. The resulting drop in $A$ is about $(0.563558\times0.11578)^2/19.695=2.16\times10^{-4}$, as found between two and three functions. This explains the fast convergence seen at the start: for large $l$ the coupling tends to $-p^2/4$, while the diagonal grows as $l^2$. The ratio of each new coefficient to the one before therefore approaches $p^2/(4l^2)$, and its contribution to $A$ involves the square of a coefficient.

The coefficients also divide $A$ into its two parts. The derivative part is $6c_2^2+20c_4^2\approx0.0807$, and the other is $-p^2\langle\eta^2\rangle=-0.8924$; their sum is $-0.8117$. A small admixture of $l=2$ raises $\langle\eta^2\rangle$ from $1/3$ to 0.4047, which moves weight towards the ends $\eta=\pm1$.

A Ritz calculation in $\xi$ and $\eta$ together, without separation, gives $E=-1.10263421$ hartree and, as an expectation value, $A=-0.8117296$. A Cartesian finite-difference Laplacian applied to $XY$ also returned $E$ at the points tested.

## Dependence on distance

As $R\to0$, the electron sees a charge of 2. The gerade energy tends to $-2$ hartree, so $p\to R$ and $A_g/R^2\to-1/3$; the computed ratios are $-0.3299$ at 0.1 bohr and $-0.3324$ at 0.05 bohr. The lowest ungerade state becomes a 2p state with energy $-4/8=-1/2$, so $p^2\approx R^2/4$ and $A_u\approx2-3R^2/20$. At 0.1 bohr this is 1.9985, as computed. In this limit $A$ becomes $l(l+1)$.

For large $p$, $Y$ gathers near $\eta=\pm1$. Put $t=1-\eta$ near one end. Equation (2) becomes

$$-(2tY')'+(t^2Y')'-p^2(1-2t+t^2)Y=AY,$$

with primes now meaning $d/dt$. To leading order $Y=e^{-pt}$, because $(2tY')'=(-2p+2p^2t)Y$; this gives $A+p^2=2p$. The remaining terms have mean value $-p^2\langle t^2\rangle-p^2\langle t^2\rangle=-1$, since $\langle t^2\rangle=1/(2p^2)$. Therefore

$$A=-p^2+2p-1+O(1/p).\quad(7)$$

The computed remainders are $-0.0279$ at $p=10$ and $-0.0132$ at $p=20$. The other end gives the same terms, so both parities share them.

At large $R$ an electron on one proton feels the other as a distant charge. Its spherical density gives $-1/R$, and polarization by a field $1/R^2$ contributes at order $R^{-4}$: $E=-\frac12-\frac1R+O(R^{-4})$. Then $p^2=R^2/4+R/2+O(R^{-2})$ and $2p=R+1+O(1/R)$. Equation (7) becomes

$$A=-\frac{R^2}{4}+\frac R2+O(1/R).$$

The computed differences from the two leading terms are $-0.0529$ at 20 bohr and $-0.0257$ at 40 bohr. The gap $A_u-A_g$ first grows slightly, from 2 at $R=0$ through 2.08 at 1 bohr to a maximum of about 2.09 near 1.2 bohr; it is 2.07 at 1.5 bohr and then closes:

| $R$ (bohr) | $A_g$ | $A_u$ |
|---|---|---|
| 1 | $-0.2499$ | $1.8300$ |
| 3 | $-1.6410$ | $0.0400$ |
| 6 | $-6.4536$ | $-5.9279$ |
| 10 | $-20.1333$ | $-20.0921$ |

## Accuracy and failure modes

**Angular truncation.** Near an end, $t\approx\theta^2/2$ with $\theta$ the polar angle of $\eta=\cos\theta$, so $Y\approx e^{-p\theta^2/2}$. Its angular width is of order $p^{-1/2}$, and resolving it takes $l$ of order $\sqrt p$. For an error in $A_g$ below $10^{-9}$ at fixed $p$, relative to 40 functions, three even functions suffice at 0.5 bohr and seven at 10 bohr.

**Radial truncation.** The radial coefficients decay most slowly when $p$ is small. For slowly varying coefficients $f_n$ and large $n$, the rows of (5) reduce to $(n^2f')'\approx4pnf$, because the diagonal plus its two neighbours sums to $2R-p^2-2p(2n+1)$. The decaying solution behaves as $e^{-4\sqrt{pn}}$, up to a power of $n$. The exponential factor alone reaches $10^{-8}$ at $n\approx21/p$: about 14 at $R=2$ bohr and hundreds at $R=0.05$ bohr. This estimate leaves out the power of $n$ and the prefactor. It understates the need at large $R$: at 10 bohr it gives about 4, while the gerade coefficients fall below $10^{-8}$ only from $n=7$. It overstates the need at small $R$, about 420 against about 100 at 0.05 bohr. There $s\to1$ in the gerade state, so $B_{0,1}=1-s\to0$, $\phi_0$ alone becomes exact, and every $f_n$ with $n\ge1$ carries the small factor $1-s$. The eigenvalue error is moreover of second order in the tail. The number of functions needed is found by enlarging $N$ and comparing.

**Rounding.** The matrix norms grow as $l^2$ and $4N^2$, so needlessly large bases raise the absolute rounding error. By (6), an error $\delta F$ changes $E$ by $(2/R^2)\,\delta F/(\langle\xi^2\rangle-\langle\eta^2\rangle)$ in magnitude. This stays moderate as $R\to0$ in the gerade state: there $X\approx e^{-p(\xi-1)}$, $\langle\xi^2\rangle\approx1/(2p^2)$, and the factor tends to 4.

**Stopping rule.** Use an absolute tolerance for $A$. The ungerade value changes sign between 3 and 4 bohr, where a relative tolerance loses its meaning.

**Scope.** Unequal nuclear charges add a term linear in $\eta$, which couples $l$ to $l\pm1$ and destroys the parity split. States with angular dependence on $\varphi$ need associated Legendre functions and a changed radial equation. The numerical output lists the full set of distances and energies.

## Computed values

```
R = 2.0 bohr, gerade ground state
p = 1.48501462, p^2 = 2.20526843 (dimensionless)
E electronic = -1.10263421 hartree = -30.00421 eV
E + 1/R = -0.60263421 hartree
A = -0.81172958 (dimensionless)
angular diagonal l=0,2,4: -0.735089 4.844859 18.883046
angular off-diagonal 0-2, 2-4: -0.657484 -0.563558
A with 1 even Legendre functions = -0.7350894763
A with 2 even Legendre functions = -0.8115139282
A with 3 even Legendre functions = -0.8117295032
A with 4 even Legendre functions = -0.8117295846
A with 5 even Legendre functions = -0.8117295846
A with 6 even Legendre functions = -0.8117295846
coefficients of Y, l=0,2,4,6: 0.9932692 0.1157812 0.0033143 0.0000442
mean eta^2 = 0.404659, mean xi^2 = 2.012642
slope dA/d(p^2) = -0.404659, dB/d(p^2) = -2.012642
unseparated Ritz, gerade: E = -1.10263421 hartree, A = -0.8117296
unseparated Ritz, ungerade: E = -0.66753439 hartree, A = 1.1868894
Table: R bohr | p_g | E_g hartree | A_g | p_u | E_u hartree | A_u | K
K = even Legendre functions for error in A_g below 1e-9 at fixed p
 0.5 0.465697 -1.7349880 -0.072993 0.254186 -0.5168855 1.961205 3
 1.0 0.851994 -1.4517863 -0.249946 0.531420 -0.5648136 1.830010 3
 1.5 1.185375 -1.2489899 -0.498859 0.837296 -0.6231682 1.576013 4
 2.0 1.485015 -1.1026342 -0.811730 1.155452 -0.6675344 1.186889 4
 3.0 2.024607 -0.9108962 -1.641002 1.776621 -0.7014183 0.040000 5
 4.0 2.523624 -0.7960849 -2.799589 2.358899 -0.6955506 -1.538464 5
 6.0 3.495060 -0.6786357 -6.453604 3.439708 -0.6573106 -5.927930 6
 8.0 4.481323 -0.6275704 -12.226175 4.467146 -0.6236060 -12.064685 6
10.0 5.479866 -0.6005787 -20.133293 5.476774 -0.5999011 -20.092099 7
R = 0.10 bohr: gerade A/R^2 = -0.329852
R = 0.05 bohr: gerade A/R^2 = -0.332366
R = 0.10 bohr: ungerade A = 1.998498
R = 20 bohr: A = -90.052891, -R^2/4+R/2 = -90.0, difference = -0.052891
R = 40 bohr: A = -380.025707, -R^2/4+R/2 = -380.0, difference = -0.025707
p = 10: A - (-p^2+2p-1) = -0.027944
p = 20: A - (-p^2+2p-1) = -0.013174
```
